# Gate-Field Control of Spin Couplings in a Two-Site Hubbard Model, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the gate field to the spin Hamiltonian

Two electrons occupy a symmetric double well. The left well is site 1, the right well is site 2, and $x$ points from 1 to 2. A gate applies an electric field $F$ along $z$, perpendicular to the bond. Each site has one orbital, and two electrons on the same site repel each other with energy $U$. Without the gate field, an electron hops between the sites with its spin unchanged. The problem is to find how the field acts on the coupling between the two spins.

The one-electron Hamiltonian is

$$h=\frac{\hbar^2k^2}{2m}+V(x)+\alpha(\sigma_xk_y-\sigma_yk_x),\qquad \alpha=e\,r\,F ,$$

where $k=k_x=-i\,\partial_x$, $m$ is the effective mass, $e$ is the elementary charge, and $r$ is the Rashba coefficient of the host. The Pauli matrices $\sigma_i$ act on the spin, and spin operators are in units of $\hbar$. The sign of $r$ depends on the host; it is taken positive here. Three assumptions hold until they are lifted explicitly:

- the double well has no spin-dependent hopping at $F=0$;
- the field has no component along the bond;
- the spin-independent hopping does not change with $F$.

### (a) What form does the hopping take?

*Let $L(x)$ and $R(x)$ be real, orthonormal orbitals on sites 1 and 2, and let the motion along $y$ be frozen in an even ground state. Find the spin matrix that multiplies the hopping from site 2 to site 1, and explain its factor of $i$.*

**Solution.** In an even state of the $y$ motion the average of $k_y$ vanishes, so the term $\alpha\sigma_xk_y$ drops out at first order. The remaining Rashba term is

$$-\alpha k\,\sigma_y=\alpha k\,(\mathbf n\cdot\boldsymbol\sigma),\qquad \mathbf n=-\hat{\mathbf y}=\hat{\mathbf x}\times\hat{\mathbf z}.$$

The spin axis $\mathbf n$ is therefore perpendicular to both the bond and the field.

Within one site the matrix element vanishes, because $\int L\,\partial_xL\,dx=\tfrac12\int\partial_x(L^2)\,dx=0$. Between the sites it is imaginary:

$$\langle L|k|R\rangle=-i\kappa,\qquad \kappa=\int L\,\partial_xR\,dx\ \text{ real}.$$

Write the ordinary hopping element as $-t$, with $t>0$. The complete matrix element from site 2 to site 1 is then

$$-t-i\alpha\kappa\,\mathbf n\cdot\boldsymbol\sigma=-(t+i\lambda\,\mathbf n\cdot\boldsymbol\sigma),\qquad \lambda=\alpha\kappa .$$

With $c_j=(c_{j\uparrow},c_{j\downarrow})^T$, the two-site Hamiltonian becomes

$$H=-\left(c_1^\dagger Mc_2+c_2^\dagger M^\dagger c_1\right)+U\sum_j n_{j\uparrow}n_{j\downarrow},\qquad M=t+i\lambda\,\mathbf n\cdot\boldsymbol\sigma .$$

Time reversal gives the same structure. An electric field does not break it, so $M$ must satisfy $\sigma_yM^*\sigma_y=M$. For a general matrix $M=a+\mathbf b\cdot\boldsymbol\sigma$, the identity $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$ turns this condition into $a^*-\mathbf b^*\cdot\boldsymbol\sigma=a+\mathbf b\cdot\boldsymbol\sigma$. Hence $a$ is real and $\mathbf b$ is imaginary. A real coefficient of $\mathbf n\cdot\boldsymbol\sigma$ would describe a hopping that distinguishes up from down in magnitude, as a magnet does. The imaginary coefficient describes a rotation of the spin during the hop.

### (b) How large is the spin-dependent hopping?

*Build $L$ and $R$ from the two lowest states of the double well at $F=0$. Express $\lambda$ through $t$, $\alpha$, $m$ and the distance $d=\langle R|x|R\rangle-\langle L|x|L\rangle$ between the orbital centres.*

**Solution.** Let $g$ and $u$ be the even and odd states, with energies $\varepsilon-t$ and $\varepsilon+t$. Choose the sign of $u$ so that

$$L=\frac{g-u}{\sqrt2},\qquad R=\frac{g+u}{\sqrt2}$$

lie on the left and on the right. With $H_0=\hbar^2k^2/2m+V(x)$,

$$H_0R=\frac{(\varepsilon-t)g+(\varepsilon+t)u}{\sqrt2}=\varepsilon R-tL,\qquad H_0L=\varepsilon L-tR .$$

These equations have no remainder, because $g$ and $u$ are eigenstates.

The momentum follows from a commutator. Since $[k,x]=-i$, we have $[k^2,x]=k[k,x]+[k,x]k=-2ik$. The potential commutes with $x$, so

$$[H_0,x]=-\frac{i\hbar^2}{m}k\quad\Longrightarrow\quad k=\frac{im}{\hbar^2}[H_0,x].$$

Let $H_0$ act to the left in the first term of the commutator and to the right in the second:

$$\begin{aligned}\langle L|[H_0,x]|R\rangle&=\left(\varepsilon\langle L|x|R\rangle-t\langle R|x|R\rangle\right)-\left(\varepsilon\langle L|x|R\rangle-t\langle L|x|L\rangle\right)\\&=-td .\end{aligned}$$

Therefore $\langle L|k|R\rangle=-i\,mtd/\hbar^2$, which gives

$$\kappa=\frac{mtd}{\hbar^2},\qquad \boxed{\lambda=t\,\frac{m\alpha d}{\hbar^2}=t\,\frac{m\,e\,r\,d}{\hbar^2}\,F.}$$

The ratio $\lambda/t$ is the distance $d$ divided by the spin-orbit length $\hbar^2/(m\alpha)$. It does not contain the barrier height explicitly: a higher barrier reduces $t$ and $\lambda$ together.

The relation was tested on the double well of part (j). Direct integration of $L\,\partial_xR$ on a grid gave $\kappa=7.4374\times10^{-3}\ \mathrm{nm^{-1}}$, and $mtd/\hbar^2$ gave the same five digits.

### (c) Which operator acts on the two spins?

*For $t,|\lambda|\ll U$, eliminate the states with a doubly occupied site. Write the result as a trace over $2\times2$ spin matrices.*

**Solution.** Let $P$ denote the four states with one electron per site and $Q$ the two states with a doubly occupied site. The interaction energy is zero in $P$ and $U$ in $Q$. One hop leads from $P$ to $Q$ or back, so the hopping operator $T$ has no block inside $P$ or inside $Q$. The Schrödinger equation reads

$$E\psi_P=T_{PQ}\psi_Q,\qquad E\psi_Q=U\psi_Q+T_{QP}\psi_P .$$

The second equation gives $\psi_Q=-(U-E)^{-1}T_{QP}\psi_P$. The low energies are of order $t^2/U$, so replacing $U-E$ by $U$ is correct to leading order:

$$H_{\rm eff}=-\frac{1}{U}\,T_{PQ}T_{QP}.$$

Set $A=c_1^\dagger Mc_2$, so that $T=-(A+A^\dagger)$. The products $AA$ and $A^\dagger A^\dagger$ vanish on $P$, because each would take two electrons from a site that holds one. Two processes remain:

$$H_{\rm eff}=-\frac1U\left(AA^\dagger+A^\dagger A\right).$$

In $AA^\dagger$ the electron of site 1 visits site 2, and then one electron returns. In $A^\dagger A$ the roles are exchanged.

For a site with one electron,

$$c_{ja}^\dagger c_{jb}=\tfrac12\delta_{ab}+\mathbf S_j\cdot\boldsymbol\sigma_{ba}\equiv(\rho_j)_{ba},\qquad \rho_j=\tfrac12+\mathbf S_j\cdot\boldsymbol\sigma .$$

This follows from $\mathbf S_j=\tfrac12c_j^\dagger\boldsymbol\sigma c_j$ and the identity $\sum_i\sigma^i_{pq}\sigma^i_{ba}=2\delta_{pa}\delta_{qb}-\delta_{pq}\delta_{ba}$. Now write out the first process:

$$AA^\dagger=\sum_{abpq}M_{ab}(M^\dagger)_{pq}\;c_{1a}^\dagger c_{2b}c_{2p}^\dagger c_{1q}.$$

Moving $c_{1q}$ to the left past two operators of site 2 costs two minus signs, hence none. With $c_{2b}c_{2p}^\dagger=\delta_{bp}-c_{2p}^\dagger c_{2b}=(1-\rho_2)_{bp}$,

$$AA^\dagger=\mathrm{tr}\left[M(1-\rho_2)M^\dagger\rho_1\right]=\mathrm{tr}\left[M\left(\tfrac12-\mathbf S_2\cdot\boldsymbol\sigma\right)M^\dagger\left(\tfrac12+\mathbf S_1\cdot\boldsymbol\sigma\right)\right].$$

Exchanging the sites and replacing $M$ by $M^\dagger$ gives

$$A^\dagger A=\mathrm{tr}\left[M^\dagger\left(\tfrac12-\mathbf S_1\cdot\boldsymbol\sigma\right)M\left(\tfrac12+\mathbf S_2\cdot\boldsymbol\sigma\right)\right].$$

Because $(\mathbf n\cdot\boldsymbol\sigma)^2=1$,

$$MM^\dagger=M^\dagger M=t^2+\lambda^2\equiv\tau^2 .$$

The terms with a single spin operator are thus proportional to $\mathrm{tr}\,\boldsymbol\sigma=0$. The constant in each trace is $\tfrac14\cdot2\tau^2=\tau^2/2$. The two terms with both spins are equal by the cyclic property of the trace, since components of $\mathbf S_1$ and $\mathbf S_2$ commute. Each process therefore contributes $\tau^2/2-X$, and

$$H_{\rm eff}=-\frac{\tau^2}{U}+\frac{2X}{U},\qquad X=\mathrm{tr}\left[M(\mathbf S_2\cdot\boldsymbol\sigma)M^\dagger(\mathbf S_1\cdot\boldsymbol\sigma)\right].$$

### (d) What spin couplings result?

*Evaluate $X$ and identify each coupling.*

**Solution.** Abbreviate $N=\mathbf n\cdot\boldsymbol\sigma$ and $B=\mathbf S_2\cdot\boldsymbol\sigma$. Then

$$MBM^\dagger=(t+i\lambda N)B(t-i\lambda N)=t^2B+it\lambda(NB-BN)+\lambda^2NBN .$$

Each term contains a component of $\mathbf S_2$ once, so the components can be treated as numbers in the Pauli algebra. The two products needed are

$$NB-BN=2i(\mathbf n\times\mathbf S_2)\cdot\boldsymbol\sigma,\qquad NB+BN=2\,\mathbf n\cdot\mathbf S_2 .$$

The second one gives $NBN=N(2\mathbf n\cdot\mathbf S_2-NB)=2(\mathbf n\cdot\mathbf S_2)N-B$. Hence $MBM^\dagger=\mathbf v\cdot\boldsymbol\sigma$ with

$$\mathbf v=(t^2-\lambda^2)\mathbf S_2-2t\lambda\,\mathbf n\times\mathbf S_2+2\lambda^2\,\mathbf n(\mathbf n\cdot\mathbf S_2).$$

Since $\mathrm{tr}(\sigma_i\sigma_j)=2\delta_{ij}$, we have $X=2\,\mathbf v\cdot\mathbf S_1$. The triple product changes the sign of the middle term:

$$\mathbf S_1\cdot(\mathbf n\times\mathbf S_2)=\mathbf n\cdot(\mathbf S_2\times\mathbf S_1)=-\mathbf n\cdot(\mathbf S_1\times\mathbf S_2).$$

Inserting $X$ gives

$$\boxed{H_{\rm eff}=J\,\mathbf S_1\cdot\mathbf S_2+D\,\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)+\Gamma(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2)-\frac{t^2+\lambda^2}{U}}$$

$$J=\frac{4(t^2-\lambda^2)}{U},\qquad D=\frac{8t\lambda}{U},\qquad \Gamma=\frac{8\lambda^2}{U}.$$

The term with $D$ is the Dzyaloshinskii-Moriya coupling, with vector $\mathbf D=D\mathbf n$. It needs one ordinary and one spin-rotating hop. The symmetric anisotropy $\Gamma$ needs two spin-rotating hops. For $\lambda=0$ the usual exchange $J=4t^2/U$ remains, and a triplet has energy $J/4-t^2/U=0$, as it must: two parallel spins cannot share an orbital, so no hop is available to them.

For classical spins in the plane perpendicular to $\mathbf n$, at relative angle $\varphi$, the energy varies as $J\cos\varphi+D\sin\varphi$. Within this plane, antiparallel order is then no longer the minimum. The spins cant, and the sense of the canting follows the sign of $D$. Antiparallel spins along $\mathbf n$ reach the same lowest energy, because they gain from $\Gamma$ and $J+\Gamma=\sqrt{J^2+D^2}$.

### (e) How do the couplings depend on the field, and what spoils this?

*Insert the result of (b). Then allow a spin-dependent hopping at $F=0$, a field-dependent $t$, and an energy difference between the sites.*

**Solution.** With $\lambda=\eta F$ and $\eta=t\,m\,e\,r\,d/\hbar^2$,

$$D=\frac{8t\eta}{U}F,\qquad \Gamma=\frac{8\eta^2}{U}F^2 .$$

Reversing the gate field reverses $\mathbf D$ and leaves $\Gamma$ unchanged.

*Background spin-orbit coupling.* Parts (c) and (d) hold for any unit vector $\mathbf n$. They can therefore be written with a vector $\boldsymbol\Lambda=\lambda\mathbf n$: the antisymmetric coupling is $8t\boldsymbol\Lambda/U$, and the symmetric one is $8\Lambda_i\Lambda_j/U$. If $\boldsymbol\Lambda=\boldsymbol\Lambda_0+\eta F\mathbf n$, the first stays finite at $F=0$, and the second acquires terms linear in $F$. The pure linear and quadratic laws thus require $\boldsymbol\Lambda_0=0$.

*Field-dependent $t$.* If the structure at $F=0$ has the mirror symmetry $z\to-z$, then $t(F)=t(0)+t_2F^2+\dots$. This adds a cubic term to $D$ and a quartic term to $\Gamma$, so their leading terms survive. The isotropic $J$, however, changes at order $F^2$.

*Energy difference.* Let the site energies be $+\epsilon/2$ and $-\epsilon/2$. Double occupation then costs $U+\epsilon$ on site 1 and $U-\epsilon$ on site 2. The two processes of part (c) have the same spin operator, so the factor $2/U$ in front of $X$ becomes

$$\frac1{U+\epsilon}+\frac1{U-\epsilon}=\frac{2U}{U^2-\epsilon^2}.$$

All three couplings grow by the common factor $1/(1-\epsilon^2/U^2)$. This requires that $U-|\epsilon|$ remain large compared with the hopping. A field component along the bond produces such an $\epsilon$, and side gates must cancel it if the gate field is to act through $\lambda$ alone.

## Second half: hidden rotation, readout and a double quantum dot

The following is taken from the first half. Two sites at distance $d$ along $x$ have hopping $-c_1^\dagger Mc_2+\text{h.c.}$ with $M=t+i\lambda N$, $N=\mathbf n\cdot\boldsymbol\sigma$, $\mathbf n=-\hat{\mathbf y}$, and on-site repulsion $U$. The gate field $F$ along $z$ gives $\alpha=e\,r\,F$ and $\lambda=t\,m\alpha d/\hbar^2$. With $\tau^2=t^2+\lambda^2$, the leading spin couplings are

$$J=\frac{4(t^2-\lambda^2)}U,\qquad D=\frac{8t\lambda}U,\qquad \Gamma=\frac{8\lambda^2}U,$$

which multiply $\mathbf S_1\cdot\mathbf S_2$, $\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)$ and $(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2)$.

### (f) Can the spin-dependent hopping be rotated away?

*Find a change of spin frame on site 2 that makes the hopping independent of spin. Use it to obtain the couplings without expanding in $t/U$.*

**Solution.** Since $N^2=1$, the hopping matrix is a number times a rotation:

$$M=\tau(\cos\theta+iN\sin\theta)=\tau e^{i\theta N},\qquad \tan\theta=\lambda/t .$$

Define $\tilde c_2=e^{i\theta N}c_2$. The hopping becomes $-\tau(c_1^\dagger\tilde c_2+\text{h.c.})$. The repulsion depends on the total occupation of the site, which the rotation preserves. The result is an ordinary Hubbard dimer with hopping $\tau$.

Its triplets have zero energy. The singlet with one electron per site is

$$|s\rangle=\tfrac1{\sqrt2}\left(c_{1\uparrow}^\dagger\tilde c_{2\downarrow}^\dagger-c_{1\downarrow}^\dagger\tilde c_{2\uparrow}^\dagger\right)|0\rangle .$$

Hopping moves either electron onto the other site. For the transfer to site 1, both terms of $|s\rangle$ lead to $c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger|0\rangle$ with the same sign, which gives the amplitude $-\tau\cdot2/\sqrt2=-\sqrt2\,\tau$. The transfer to site 2 has the same amplitude. Hence $|s\rangle$ couples to the normalized sum of the two doubly occupied states with $-2\tau$, and the singlet energies are those of

$$\begin{pmatrix}0&-2\tau\\-2\tau&U\end{pmatrix}.$$

The lower eigenvalue is $-J_0$, with

$$J_0=\tfrac12\left(\sqrt{U^2+16\tau^2}-U\right)=\frac{4\tau^2}{U}\left(1-\frac{4\tau^2}{U^2}+\dots\right).$$

When the four low states are projected on single occupation and normalized, the triplets stay as they are and the lower singlet becomes $|s\rangle$. The low-energy Hamiltonian is therefore $J_0(\mathbf S_1\cdot\tilde{\mathbf S}_2-\tfrac14)$, where $\tilde{\mathbf S}_2=\tfrac12\tilde c_2^\dagger\boldsymbol\sigma\tilde c_2$.

It remains to return to the original spin. Part (d) gave $MBM^\dagger$, which is $\tau^2e^{i\theta N}Be^{-i\theta N}$. Here the opposite order $e^{-i\theta N}(\mathbf a\cdot\boldsymbol\sigma)e^{i\theta N}$ is needed, so $\theta$ changes sign. Using $t^2-\lambda^2=\tau^2\cos2\theta$, $2t\lambda=\tau^2\sin2\theta$ and $2\lambda^2=\tau^2(1-\cos2\theta)$,

$$\mathbf a\cdot\tilde{\mathbf S}_2=\left[\cos2\theta\,\mathbf a+\sin2\theta\,\mathbf n\times\mathbf a+(1-\cos2\theta)\,\mathbf n(\mathbf n\cdot\mathbf a)\right]\cdot\mathbf S_2 .$$

Put $\mathbf a=\mathbf S_1$ and use $(\mathbf n\times\mathbf S_1)\cdot\mathbf S_2=\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)$:

$$\boxed{J=J_0\cos2\theta,\qquad D=J_0\sin2\theta,\qquad \Gamma=J_0(1-\cos2\theta).}$$

With $J_0\approx4\tau^2/U$ these are the earlier results. The three couplings are one exchange constant seen through a relative rotation of the spin frames by $2\theta$. For small $\theta$, $D\approx2J_0\theta$ and $\Gamma\approx2J_0\theta^2$.

The gate field makes the spin rotate during a hop, and the resulting couplings $J$, $D$ and $\Gamma$ are one exchange constant $J_0$ seen through a relative rotation of the spin frames by $2\theta$. What remains is to find the energy levels, test the field-quadratic change of $J$, show how $D$ can be read out, and estimate the sizes and the omitted effects for a double quantum dot.
